# The spherical-cap factor for crystal nucleation at a flat electrode: test program

```python
"""
Result under test: a nucleus on a flat wall has the barrier
    W_wall = f(theta) * W_bulk,  f = (2 + cos(theta)) (1 - cos(theta))^2 / 4,
    W_bulk = 16 pi gamma^3 / (3 g^2),
    cos(theta) = (gamma_wa - gamma_wc) / gamma   (Young's equation).
gamma    : crystal/amorphous interface energy, eV/nm^2
gamma_wa : wall/amorphous interface energy, eV/nm^2
gamma_wc : wall/crystal interface energy, eV/nm^2
g        : free energy released per crystallized volume, eV/nm^3
theta    : contact angle measured through the crystal
wetting  : (gamma_wa - gamma_wc) / gamma
All model parameters are round, rough values for an annealed hafnia film.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar

EV = const.e
J_M3_TO_EV_NM3 = 1e-27 / EV
J_M2_PER_EV_NM2 = EV * 1e18


def cap_factor(theta):
    """Derived formula for the barrier ratio."""
    c = np.cos(theta)
    return (2 + c) * (1 - c) ** 2 / 4


def unit_cap(theta):
    """Volume, free area and base area of a cap of unit radius, by quadrature."""
    volume = quad(lambda t: np.pi * np.sin(t) ** 3, 0, theta)[0]
    area = quad(lambda t: 2 * np.pi * np.sin(t), 0, theta)[0]
    return volume, area, np.pi * np.sin(theta) ** 2


def top_over_radius(energy):
    """Largest energy along growth at fixed shape, and its radius (nm)."""
    best = minimize_scalar(lambda r: -energy(r), bounds=(0.02, 20),
                           method="bounded", options={"xatol": 1e-10})
    return -best.fun, best.x


def wall_pass(gamma, wall_gain, g, line_tension=0.0):
    """Lowest pass over all caps; the contact angle is left free."""
    def top(theta):
        volume, area, base = unit_cap(theta)
        surface = gamma * area - wall_gain * base
        edge = 2 * np.pi * np.sin(theta) * line_tension
        return top_over_radius(
            lambda r: -g * volume * r**3 + surface * r**2 + edge * r)
    best = minimize_scalar(lambda t: top(t)[0], bounds=(0.5, 2.6),
                           method="bounded", options={"xatol": 1e-9})
    return best.fun, best.x, top(best.x)[1]


def bulk_pass(gamma, g):
    """Barrier and critical radius of a free sphere, by direct maximization."""
    return top_over_radius(
        lambda r: -4 * np.pi * r**3 * g / 3 + 4 * np.pi * r**2 * gamma)


# Free surface of revolution built from conical rings; no cap is assumed.
elevation = np.linspace(0, np.pi / 2, 26)
cos_el, sin_el = np.cos(elevation), np.sin(elevation)
cos_el[-1] = 0.0


def free_shape_factor(log_distance, wetting):
    """Scale-free surface cost, equal to the barrier ratio for this shape."""
    distance = np.exp(log_distance)
    x, z = distance * cos_el, distance * sin_el
    dx, dz = np.diff(x), np.diff(z)
    area = np.pi * np.sum((x[:-1] + x[1:]) * np.hypot(dx, dz))
    volume = np.pi / 3 * np.sum((x[:-1]**2 + x[:-1] * x[1:] + x[1:]**2) * dz)
    cost = area - wetting * np.pi * x[0] ** 2
    return cost**3 / (36 * np.pi * volume**2)


free_results = []
for degrees in (60, 90, 120):
    target = np.radians(degrees)
    start = 0.15 * np.sin(3 * elevation)
    found = minimize(free_shape_factor, start, args=(np.cos(target),),
                     method="BFGS")
    size = np.exp(found.x)
    found_angle = np.degrees(2 * np.arctan(size[-1] / size[0]))
    # Ring shapes are admissible bodies, so they lie above the true minimum;
    # 1 percent and 2 degrees allow for the finite number of rings.
    assert found.fun >= cap_factor(target) - 1e-9
    assert found.fun < 1.01 * cap_factor(target)
    assert abs(found_angle - degrees) < 2
    free_results.append((degrees, found.fun, found_angle))

# Volume share of the cap, and the small-angle law.
for degrees in (20, 75, 140):
    angle = np.radians(degrees)
    share = unit_cap(angle)[0] / (4 * np.pi / 3)
    assert abs(share - cap_factor(angle)) < 1e-10
small_share = unit_cap(0.1)[0] / (4 * np.pi / 3)
assert abs(small_share / (3 * 0.1**4 / 16) - 1) < 0.01

# Outside the range of Young's equation.
_, flat_area, flat_base = unit_cap(0.1)
assert flat_area - 1.1 * flat_base < 0
for angle in np.radians(np.arange(20, 180, 3)):
    volume, area, base = unit_cap(angle)
    assert (area + 1.1 * base)**3 / (36 * np.pi * volume**2) > 1

# Worked example: chosen inputs.
gamma, g = 2.0, 4.0
gamma_wa, gamma_wc = 5.0, 4.0
temperature, film = 800.0, 10.0
unit_volume = 0.035
wall_gain = gamma_wa - gamma_wc
theta = np.arccos(wall_gain / gamma)
factor = cap_factor(theta)
radius = 2 * gamma / g
w_bulk = 16 * np.pi * gamma**3 / (3 * g**2)
w_wall = factor * w_bulk
num_bulk, num_bulk_radius = bulk_pass(gamma, g)
num_wall, num_theta, num_radius = wall_pass(gamma, wall_gain, g)
assert abs(num_bulk / w_bulk - 1) < 1e-8
assert abs(num_wall / w_wall - 1) < 1e-7
assert abs(num_theta - theta) < 1e-4
assert abs(num_radius - radius) < 1e-3
assert abs(num_bulk_radius - radius) < 1e-5

height = radius * (1 - np.cos(theta))
base_radius = radius * np.sin(theta)
nucleus_volume = factor * 4 * np.pi * radius**3 / 3
assert height < film and 2 * radius < film
kt = const.k * temperature / EV
log_gain = (w_bulk - w_wall) / (kt * np.log(10))

# Line tension: first-order law tested at a small value, then sized.
small_tau, tau = 0.005, 0.05
slope = (wall_pass(gamma, wall_gain, g, small_tau)[0]
         - wall_pass(gamma, wall_gain, g, -small_tau)[0]) / (2 * small_tau)
assert abs(slope / (2 * np.pi * base_radius) - 1) < 0.01
w_tau_plus = wall_pass(gamma, wall_gain, g, tau)[0]
w_tau_minus = wall_pass(gamma, wall_gain, g, -tau)[0]

# Lower crystal/amorphous interface energy at fixed wall energies.
w_soft, theta_soft, _ = wall_pass(0.9 * gamma, wall_gain, g)

# Elastic energy of a misfitting sphere in an unrelaxed matrix.
young_gpa, poisson, misfit = 200.0, 0.3, 0.03
shear = young_gpa / (2 * (1 + poisson))
bulk_modulus = young_gpa / (3 * (1 - 2 * poisson))
matrix_share = quad(lambda r: 4 * np.pi * r**2 * shear
                    * ((-2 / r**3)**2 + 2 * (1 / r**3)**2), 1, np.inf)[0]
matrix_share /= 4 * np.pi / 3
relaxed = minimize_scalar(
    lambda e: 4.5 * bulk_modulus * (e - 1)**2 + matrix_share * e**2)
strain_gpa = young_gpa * misfit**2 / (1 - poisson)
assert abs(relaxed.fun * misfit**2 / strain_gpa - 1) < 1e-7
strain = strain_gpa * 1e9 * J_M3_TO_EV_NM3
w_strain = wall_pass(gamma, wall_gain, g - strain)[0]
w_bulk_strain = bulk_pass(gamma, g - strain)[0]
assert abs(w_strain / w_bulk_strain - factor) < 1e-6

# Polar nucleus: favourable field, and unscreened slab as the upper limit.
polarization, field, permittivity = 20.0, 1.0, 30.0
p_si, field_si = polarization * 1e-2, field * 1e8
field_gain = p_si * field_si * J_M3_TO_EV_NM3
depol = p_si**2 / (2 * const.epsilon_0 * permittivity) * J_M3_TO_EV_NM3
w_field = wall_pass(gamma, wall_gain, g + field_gain)[0]
w_depol = wall_pass(gamma, wall_gain, g - depol)[0]

print("MODEL INPUTS (round, rough regime values)")
print(f"crystal/amorphous interface energy: {gamma:.2f} eV/nm^2")
print(f"same interface energy: {gamma * J_M2_PER_EV_NM2:.3f} J/m^2")
print(f"wall/amorphous interface energy: {gamma_wa:.2f} eV/nm^2")
print(f"wall/crystal interface energy: {gamma_wc:.2f} eV/nm^2")
print(f"driving free energy: {g:.2f} eV/nm^3")
print(f"temperature: {temperature:.0f} K; film thickness: {film:.0f} nm")
print(f"volume per formula unit: {unit_volume:.3f} nm^3")
print("MAIN RESULTS")
print(f"cosine of contact angle: {wall_gain / gamma:.3f}")
print(f"contact angle: {np.degrees(theta):.2f} degrees")
print(f"cap factor: {factor:.5f}")
print(f"critical radius, bulk and wall: {radius:.3f} nm")
print(f"cap height: {height:.3f} nm; base radius: {base_radius:.3f} nm")
print(f"critical cap volume: {nucleus_volume:.3f} nm^3")
print(f"formula units in cap: {nucleus_volume / unit_volume:.1f}")
print(f"bulk barrier: {w_bulk:.3f} eV = {w_bulk * EV:.3e} J")
print(f"wall barrier: {w_wall:.3f} eV = {w_wall * EV:.3e} J")
print(f"wall barrier from free-angle search: {num_wall:.6f} eV")
print(f"angle from free-angle search: {np.degrees(num_theta):.3f} degrees")
print(f"thermal energy: {kt:.5f} eV")
print(f"bulk barrier / kT: {w_bulk / kt:.1f}")
print(f"wall barrier / kT: {w_wall / kt:.1f}")
print(f"log10 of Boltzmann-factor ratio, wall/bulk: {log_gain:.1f}")
print("FACTOR TABLE (wall barrier for the same gamma and g)")
for degrees in (30, 60, 90, 120, 150):
    value = cap_factor(np.radians(degrees))
    print(f"{degrees} degrees: f = {value:.5f}, W = {value * w_bulk:.3f} eV")
print("FREELY DEFORMED SURFACE")
for degrees, value, angle in free_results:
    print(f"Young {degrees} deg: minimum {value:.5f}, angle {angle:.2f} deg")
print("NEGLECTED EFFECTS (wall barrier when each is included)")
print(f"line tension +{tau:.2f} eV/nm: {w_tau_plus:.3f} eV")
print(f"line tension -{tau:.2f} eV/nm: {w_tau_minus:.3f} eV")
print(f"gamma 10% lower: {w_soft:.3f} eV, "
      f"angle {np.degrees(theta_soft):.2f} deg")
print(f"Young modulus {young_gpa:.0f} GPa, Poisson ratio {poisson:.1f}, "
      f"linear misfit {100 * misfit:.0f} %")
print(f"unrelaxed strain energy: {strain:.3f} eV/nm^3")
print(f"wall barrier with strain: {w_strain:.3f} eV")
print(f"bulk barrier with strain: {w_bulk_strain:.3f} eV")
print(f"polarization {polarization:.0f} uC/cm^2, field {field:.0f} MV/cm, "
      f"relative permittivity {permittivity:.0f}")
print(f"field energy: {field_gain:.3f} eV/nm^3; barrier {w_field:.3f} eV")
print(f"depolarization limit: {depol:.3f} eV/nm^3; barrier {w_depol:.3f} eV")
print("tests ok")
```

Running it gives:

```
MODEL INPUTS (round, rough regime values)
crystal/amorphous interface energy: 2.00 eV/nm^2
same interface energy: 0.320 J/m^2
wall/amorphous interface energy: 5.00 eV/nm^2
wall/crystal interface energy: 4.00 eV/nm^2
driving free energy: 4.00 eV/nm^3
temperature: 800 K; film thickness: 10 nm
volume per formula unit: 0.035 nm^3
MAIN RESULTS
cosine of contact angle: 0.500
contact angle: 60.00 degrees
cap factor: 0.15625
critical radius, bulk and wall: 1.000 nm
cap height: 0.500 nm; base radius: 0.866 nm
critical cap volume: 0.654 nm^3
formula units in cap: 18.7
bulk barrier: 8.378 eV = 1.342e-18 J
wall barrier: 1.309 eV = 2.097e-19 J
wall barrier from free-angle search: 1.308997 eV
angle from free-angle search: 60.000 degrees
thermal energy: 0.06894 eV
bulk barrier / kT: 121.5
wall barrier / kT: 19.0
log10 of Boltzmann-factor ratio, wall/bulk: 44.5
FACTOR TABLE (wall barrier for the same gamma and g)
30 degrees: f = 0.01286, W = 0.108 eV
60 degrees: f = 0.15625, W = 1.309 eV
90 degrees: f = 0.50000, W = 4.189 eV
120 degrees: f = 0.84375, W = 7.069 eV
150 degrees: f = 0.98714, W = 8.270 eV
FREELY DEFORMED SURFACE
Young 60 deg: minimum 0.15633, angle 60.07 deg
Young 90 deg: minimum 0.50025, angle 90.10 deg
Young 120 deg: minimum 0.84439, angle 120.08 deg
NEGLECTED EFFECTS (wall barrier when each is included)
line tension +0.05 eV/nm: 1.584 eV
line tension -0.05 eV/nm: 1.040 eV
gamma 10% lower: 0.771 eV, angle 56.25 deg
Young modulus 200 GPa, Poisson ratio 0.3, linear misfit 3 %
unrelaxed strain energy: 1.605 eV/nm^3
wall barrier with strain: 3.651 eV
bulk barrier with strain: 23.368 eV
polarization 20 uC/cm^2, field 1 MV/cm, relative permittivity 30
field energy: 0.125 eV/nm^3; barrier 1.231 eV
depolarization limit: 0.470 eV/nm^3; barrier 1.681 eV
tests ok
```
